Ligand field of a square antiprism acting on an f shell, part 2

Eight identical ligands of charge −Z surround a metal ion at distance R, four at polar angle θ and azimuths α/2 + nπ/2, four at π − θ and −α/2 + nπ/2 (n = 0, 1, 2, 3). The twist is α; s = sinθ, c = cosθ, and x is the cosine of the electron's polar angle. The one-electron field is

V = Σ_kq B_kq C_kq(r̂),

with C_kq = √(4π/(2k+1)) Y_kq. H is Coulomb repulsion plus spin-orbit coupling plus Σ_i V(i); M is the eigenvalue of Jz.

Part (a), assuming additive ligands each symmetric about its own axis (superposition model), gives B_kq = b_k Σ_L C_kq*(L̂). The angular overlap model (AOM) changes only b_k. Even k act within f, k = 1, 3, 5 between f and d. For |m| = 0, 1, 2, 3, ⟨3m|P_2|3m⟩ is c_2 = (4, 3, 0, −5)/15.

Part (b) leaves only q = 0 and ±4 for k ≤ 6, with B_k0 = 0 for odd k, and

Σ_L C_kq* = T_kq(θ) [e^(−iqα/2) + (−1)^(k+q) e^(+iqα/2)] Σ_n e^(−iqnπ/2),

B44 = (√70/2) b_4 s⁴ cos2α,
B64 = (3√14/4) b_6 s⁴ (11c² − 1) cos2α,
B54 = −i (3√70/2) b_5 s⁴ c sin2α.

Here T_44 = (√70/16) s⁴ and the sum over n is 4. At the special twist α = 45°, B44 = B64 = 0. By part (c), B20 = 0 at θ_0 = 54.7356°.

Part (d) has shown that at the special twist [H, Jz] = 0 within fⁿ: M is sharp and ±M are degenerate, but J is not conserved. At θ = 50° the lowest f¹ orbitals are m = ±3. The computed f² levels, listed in the closing table, are still to be interpreted.

Model: Z = 1, R = 2.4 Å, radial functions proportional to r³e^(−5r) for f and r⁴e^(−2.5r) for d (r in bohr), spin-orbit constant 0.1 eV, and an offset of 7 eV per d electron replacing all k = 0 terms. B20 is 0.251524 eV at 50° and −0.2625 eV at 60°.

The orbitals m = ±3 have the smallest ⟨x²⟩, lie nearest the equatorial plane, and best avoid charges displaced towards the axis.

For f², the Slater integrals of the model are F² = 15.3, F⁴ = 10.2 and F⁶ = 7.6 eV, large compared with the field. The lowest Coulomb level is 33-fold degenerate (a tested statement), as for ³H with L = 5, S = 1, and the lowest state at 50° has M = ±4 with weight 0.99715 in J = 4. The effect of B20 can be estimated in first order within pure ³H4. The state M_L = 5, M_S = 1 is the single determinant with m = 3 and m = 2, so ⟨ΣC20⟩ = c_2(3) + c_2(2) = −1/3. By the Wigner-Eckart theorem the diagonal element within L = 5 is proportional to 3M_L² − 30, which is 45 at M_L = 5:

⟨M_L|ΣC20|M_L⟩ = −(3M_L² − 30)/135.

Write |J=4, M=4⟩ = a|5,−1⟩ + b|4,0⟩ + g|3,1⟩ in the labels |M_L, M_S⟩. It is annihilated by J₊ = L₊ + S₊. The coefficient of |5,0⟩ gives √2 a + √10 b = 0 and that of |4,1⟩ gives √2 b + √18 g = 0, so a² : b² : g² = 5 : 1 : 1/9 = 45 : 9 : 1. The operator is diagonal in M_S, hence in these three components, and

⟨4,4|ΣC20|4,4⟩ = −(45·45 + 9·18 + 1·(−3))/(55·135) = −2184/7425.

Within J = 4 the element is proportional to 3M² − 20, which is 28 at M = 4, and 2184/(7425·28) = 26/2475:

⟨4,M|ΣC20|4,M⟩ = −(26/2475)(3M² − 20).

Thus E(0) − E(±4) ≈ (26/2475)·48·B20 = 0.50424 B20. This is +0.1268 eV at 50° against the computed 0.1243 eV, and −0.1324 eV at 60° against −0.1310 eV, differences of 2% and 1% relative to the computed values. The estimate omits B40, B60, spin-orbit mixing of terms and J mixing; their separate shares are not resolved here. Agreement this close does not hold for every pair of levels. For this pair the effect of B40 and B60 nearly drops out of the difference: at θ_0, where B20 = 0, E(0) − E(±4) is only 0.01145 − 0.01053 = 0.00092 eV. For E(±3) − E(±4) the same estimate gives (26/2475)·21·B20 = 0.0555 eV at 50°, which is 32% above the computed 0.04209 eV. The B20 estimate does give the right ground levels at the two ends, the doublet ±4 at 50° and the singlet M = 0 at 60°, but not the intermediate ground levels met between them. At θ_0 the multiplet is still split over 0.01145 eV by the surviving B40 and B60, and the ground level is |M| = 3, which is the ground level at neither 50° nor 60°. The missing weight 1 − 0.99715 = 0.00285 in the ground state at 50° is the J mixing.

Part (e)

At the special twist the point group is D4d. Using its operation S8 (rotation by 45° about z followed by reflection in the xy plane), find which (k,q) the group allows and how far it alone fixes M. Which conclusions of part (d) need more than the point group?

Answer (e)

S8 maps (θ, φ) to (π − θ, φ + 45°). An upper ligand at 22.5° + n·90° goes to 67.5° + n·90° = −22.5° + (n+1)·90° in the lower cap, and a lower ligand at −22.5° + n·90° goes to 22.5° + n·90° in the upper cap, so the geometry is invariant. The transformed function is C_kq(π − θ, φ − π/4) = (−1)^(k+q) e^(−iqπ/4) C_kq. A term may appear in V only if this factor is 1. The exponential must then be real, so q is a multiple of 4. For q = 0, ±8, … k must be even. For q = ±4 the exponential is −1 and k must be odd. So B44 = B64 = 0 follows from D4d for any ligands, without the superposition assumption, whereas the location of the B20 zero is a property of the model. The group permits B54, and terms with q = ±8 for even k ≥ 8.

The reflection is the inversion times a rotation by π about z, and inversion leaves spin unchanged, so on many-electron states

S8 = Π exp(−i(π + π/4)Jz) = Π exp(−5πiJz/4),

with Π the parity. Two states of equal parity share an eigenvalue when 5ΔM/8 is an integer, that is when ΔM is a multiple of 8. Two states of opposite parity share it when exp(−5πiΔM/4) = −1, that is when ΔM = 4 modulo 8. The group fixes M only modulo 8 within one parity.

For f¹, |M| ≤ 7/2 and ΔM ≤ 7, so symmetry alone makes M sharp within the f shell. For f², M = +4 and M = −4 both have eigenvalue exp(∓5πi) = −1. The twofold rotation about x exchanges them, and for an even electron number its square is 1, so two combinations of |+4⟩ and |−4⟩ are its eigenstates with eigenvalues ±1. S8 and this rotation generate D4d, so each combination spans a one-dimensional representation. The characters are real, so time reversal keeps each state in its own representation. Nothing ties the two energies together. Likewise M = 15/2 and M = −1/2 of a J = 15/2 multiplet share an S8 eigenvalue and may mix. For f¹³, a single hole, |M| ≤ 7/2 again and symmetry suffices as for f¹. The purity of part (d) for 2 ≤ n ≤ 12 rests on the further fact that the field is a one-electron operator confined to the f shell, where k ≤ 6 excludes q = ±8.

Part (f)

Stay within f² at θ = 50°. Find to leading order the splittings of the lowest ±2 and ±4 doublets when α departs from the special twist, and compare with exact diagonalisation at α = 40°. Find B44 at the special twist when the caps have different polar angles θ_t and π − θ_b.

Answer (f)

Write H = H_0 + W, where H_0 contains the free ion and the axial field and is independent of α, and W = cos2α W_0 contains the q = ±4 terms and changes M by ±4. Let P project on a doublet |±⟩ of H_0 with energy E_d and let Q = 1 − P. The Q part of the eigenvalue equation gives Qψ = (E − QHQ)⁻¹QWPψ. Inserting it in the P part, and replacing E by E_d and QHQ by QH_0Q at leading order,

H_eff = E_d + PWP + Σ_n PW|n⟩⟨n|WP/(E_d − E_n),

with |n⟩ the other eigenstates of H_0. Time reversal makes the two diagonal elements equal, so with off-diagonal element t the eigenvalues are separated by 2|t|.

For ±2 the difference in M is 4, W connects the pair directly, and the gap is 2|⟨2|W|−2⟩|, proportional to |cos2α|. For ±4 the difference is 8, PWP = 0, and two steps through M = 0 are needed:

gap(±4) = 2 |Σ_n ⟨4|W|n⟩⟨n|W|−4⟩ / (E_4 − E_n)|,  n over M = 0 states,

proportional to cos²2α. Three factors of W change M by an odd multiple of 4 and cannot lead from ±4 to ±4, so the first correction is of fourth order, smaller by a relative factor of order (W/ΔE)², with ΔE the distance to the M = 0 states.

At α = 40° the exact and perturbative gaps agree to the five printed figures: 1.1600 × 10⁻³ eV for ±2 and 1.0066 × 10⁻⁶ eV (8.1 × 10⁻³ cm⁻¹) for ±4. The ratio of the ±4 gaps at 40° and 42.5° is predicted as cos²80°/cos²85° = 3.9696 and found as 3.9696. Both comparisons are tests in the program.

The ground state at 40° has weight only 4.6 × 10⁻⁶ outside |M| = 4, yet it is an equal superposition of +4 and −4, because any t ≠ 0 fixes the eigenvectors of a 2 × 2 matrix with equal diagonal elements as equal-weight combinations. That weight also shows that the lowest M = 0 level does not carry the tunnelling alone. Let ψ be the lower combination, w_n = |⟨n|W|ψ⟩|² and Δ_n = E_n − E_4 > 0. Its downward shift is S = Σw_n/Δ_n and its admixture is Σw_n/Δ_n². The upper combination is also pushed down or not at all, so S is at least the gap. If only the lowest M = 0 level, at Δ = 0.12432 eV, contributed, the admixture would be S/Δ, at least 1.0066 × 10⁻⁶/0.12432 = 8.1 × 10⁻⁶. The computed value is smaller, so higher M = 0 states contribute materially, and a treatment confined to the lowest multiplet cannot reproduce both numbers in this model.

For unequal caps the two terms of the bracket in part (b) carry different weights:

B44 = 4 (√70/16) b_4 [s_t⁴ e^(−2iα) + s_b⁴ e^(+2iα)].

At α = 45° the exponentials are −i and +i, so

B44 = −i (√70/4) b_4 (s_t⁴ − s_b⁴).

For θ_t = 50° and θ_b = 60° this is −i × 2.09165 × 0.016847 × (0.34436 − 0.56250) = +0.007687i eV, larger in modulus than the 0.004214 eV produced by a 5° error in twist. The phase reflects only the choice of x axis. With the same b_4 in both caps, a twist of 45° removes B44 only when s_t = s_b; different distances or charges enter in the same way, through different b_4 in the two terms.

Part (g)

Keep exact D4d at θ = 50° and admit the d shell, giving 276 determinants of f², fd and d². Decide whether the ground ±4 doublet splits, first when the Coulomb repulsion acts only among f electrons and then when all Coulomb terms with k ≥ 1 are kept.

Answer (g)

By parts (a) and (b), the only one-electron f-d coupling is B54 C54 + B54* C5,−4, which changes m by ±4. With |m| ≤ 3 in f and |m| ≤ 2 in d the coupled pairs are f(3) with d(−1), f(2) with d(−2), f(−2) with d(2) and f(−3) with d(1). Jz is no longer conserved, and the largest element of [H, Jz] is 0.0376 eV. S8 is conserved, with largest commutator element 5.6 × 10⁻¹⁶ eV. The states f² (M = ±4) and fd (M = 0) all have S8 eigenvalue −1, so symmetry allows the path from +4 through fd (M = 0) to −4.

First case. Give each spin orbital a label μ: for f, μ = j_z; for d, μ = j_z + 4 when j_z < 0 and μ = j_z − 4 when j_z > 0. The f-d coupling conserves spin and connects f(3)↑ (μ = 7/2) with d(−1)↑ (j_z = −1/2, μ = 7/2), f(3)↓ (5/2) with d(−1)↓ (−3/2, μ = 5/2), f(2)↑ (5/2) with d(−2)↑ (−3/2, μ = 5/2), and f(2)↓ (3/2) with d(−2)↓ (−5/2, μ = 3/2). The other four pairs are the time-reversed ones, with all signs changed. So μ is conserved by the coupling. Spin-orbit coupling, the axial field (within d, k ≤ 4 and B44 = 0) and the offset conserve shell and j_z, hence μ. Coulomb repulsion among f electrons conserves the sum of j_z, which there is the sum of μ. Therefore K = Σ_i μ_i commutes with H, time reversal reverses K, and the levels K = ±4 are degenerate to all orders in B54. The computed gap is 8.9 × 10⁻¹⁶ eV, which is rounding noise.

Second case. An f-d Coulomb term can raise j_z of the d electron from −1/2 to +1/2 while lowering j_z of the f electron by 1. Jz is conserved, but μ of the d electron goes from 7/2 to −7/2 and K changes by −7 − 1 = −8. K is then conserved only modulo 8, as S8 requires, and the doublet can split. The formula of part (f) applies with H_0 the part of H that conserves Jz (including the Coulomb mixing of f² with d²), W the B54 coupling and n running over M = 0 states, of which only the odd-parity fd states are reached. It gives 8.5569 × 10⁻⁸ eV against the exact 8.5566 × 10⁻⁸ eV, a difference of a few parts in 10⁵ relative to the exact value (the fifth figure can move by one unit with the radial integration of the Coulomb integrals):

gap(±4, exact D4d) ≈ 8.6 × 10⁻⁸ eV (6.9 × 10⁻⁴ cm⁻¹).

Seen from within f², the splitting comes from an effective two-electron operator that changes M by ±8, which no one-electron parameter B_kq of the f shell can represent. In this model the splitting is 1.0066 × 10⁻⁶/8.5566 × 10⁻⁸ ≈ 12 times smaller than the gap from a 5° twist error. By the cos²2α law of part (f), the f-only gap falls to the same size when sin²2δ = cos²80°/11.76, with δ = 45° − α, which is δ ≈ 1.45°. The two mechanisms feed the same off-diagonal element t, so when both act their amplitudes combine with sign and the gaps do not simply add; in this model the signs are opposite, and with the d shell admitted the gap nearly vanishes near that twist. The comparison depends on the chosen offset and radial functions and has no general validity.

Table of computed values

```
Z = 1.0, R = 2.4 angstrom, exponents f 5.0, d 2.5 1/bohr
spin-orbit = 0.1 eV, d-f offset = 7.0 eV
bohr = 0.529177 angstrom, hartree = 27.21139 eV, 1 eV = 8065.54 cm^-1
<r^2>_f = 0.252026 angstrom^2, b2 = 0.262520 eV, F^2 = 15.3147 eV
<r^4>_f = 0.093158 angstrom^4, b4 = 0.016847 eV, F^4 = 10.2325 eV
<r^6>_f = 0.047478 angstrom^6, b6 = 0.001491 eV, F^6 = 7.5704 eV
b5 (f-d) = 0.011783 eV
AOM e_sigma, e_pi = 0.04 0.01 eV; b2,b4,b6 = 0.039286 0.055714 0.046429 eV
theta 50.0000: P2,P4,P6 = 0.11976 -0.42753 0.05638
   B20,B40,B60 = 0.251524 -0.057621 0.000672 eV
   f2 lowest levels |M|=0..4: 0.12432 0.11318 0.08299 0.04209 0.00000 eV
theta 54.7356: P2,P4,P6 = 0.00000 -0.38889 0.22222
   B20,B40,B60 = 0.000000 -0.052412 0.002650 eV
   f2 lowest levels |M|=0..4: 0.01145 0.00905 0.00333 0.00000 0.01053 eV
theta 60.0000: P2,P4,P6 = -0.12500 -0.28906 0.32324
   B20,B40,B60 = -0.262520 -0.038958 0.003855 eV
   f2 lowest levels |M|=0..4: 0.00000 0.00716 0.02868 0.06683 0.13099 eV
B20(50 deg) = 2028.7 cm^-1
theta 50, twist 0 (quadrature): B44 = 0.024269, B64 = 0.005106, Im B54 = -0.00000 eV
theta 50, twist 40 (quadrature): B44 = 0.004214, B64 = 0.000887, Im B54 = -0.03224 eV
theta 50, twist 45 (quadrature): B44 = -0.000000, B64 = -0.000000, Im B54 = -0.03273 eV
arccos(1/sqrt3) = 54.7356 deg
B20 root, point charge, twist 45 and 20: 54.7356 54.7356 deg
B20 root, AOM: 54.7356 deg; B44 root in twist, AOM: 45.0000 deg
dB20/dtheta at root = -0.051838 eV/deg
B64 polar root = 72.4516 deg; equal-edge theta = 59.2641 deg
cube: B44/B40 = -0.5976, B64/B60 = 1.8708
caps 50 and 60 deg, twist 45: Im B44 = 0.007687 eV
f1 orbital levels |m|=0..3, theta 50: 0.05675 0.04844 0.01227 -0.08909 eV
max|[H,Jz]| f2: twist 45 (quadrature) 1.0e-12 eV, twist 40 5.202e-03 eV
J=4 weight of ground M=4 state = 0.99715
twist 40: +-2 gap exact 1.1600e-03, first order 1.1600e-03 eV
twist 40: +-4 gap exact 1.0066e-06, second order 1.0066e-06 eV (8.118e-03 cm^-1)
gap(40)/gap(42.5) = 3.9696, cos^2 law 3.9696
twist 40: ground weight outside |M|=4 = 4.636e-06
twist 45 with d: max|[H,Jz]| = 0.0376 eV, max|[H,S8]| = 5.6e-16 eV
twist 45 with d: +-4 gap exact 8.5566e-08, second order 8.5569e-08 eV (6.901e-04 cm^-1)
same, Coulomb among f only: gap 8.9e-16 eV
```
